Low-frequency noise of an ideal diode from two Poisson streams

A p⁺n diode carries its current by holes. The n-type base begins at x = 0, the edge of the depletion layer, and extends towards positive x. Its cross-section is A, its equilibrium hole density p₀, and a hole in it has diffusivity D and lifetime τ. The applied voltage V and the current I are positive in the forward direction.

Assume that carriers are non-degenerate and move independently, that injected holes are few compared with the donors, that the base field is negligible, and that no carriers recombine or are generated in the depletion layer. The base is much longer than L = √(Dτ) unless stated otherwise.

The algebra is in atomic units, ħ = mₑ = q = 1. The elementary charge q is still written, so that charges can be counted and laboratory units restored. Boltzmann's constant is k, the temperature is T, and v = qV/kT.

**Part (a). Find the hole density at x = 0 under bias. Then identify a forward and a reverse stream of completed charge transfers, and find their rates F and R and the current.**

Write the hole density as p ∝ exp(η − qψ/kT), where ψ is the electrostatic potential and kTη is the hole quasi-Fermi energy, counted so that more holes means larger η. With field E = −dψ/dx,

dp/dx = p dη/dx + (qE/kT)p.

The particle flux is μpE − D dp/dx, with mobility μ. Since D = μkT/q, the two field terms cancel:

flux = −Dp dη/dx.

If η were constant across the depletion layer, the holes at x = 0 would be in equilibrium with the p⁺ side. The voltage lowers their barrier by qV, so their density would be p₀eᵛ. To bound the error, note that p dη/dx is exp(−qψ/kT) d(e^η)/dx times a constant. The flux is the same throughout the layer, so integrating across it up to x = 0 gives

p₀eᵛ − p(0) = (flux/D)∫exp{q[ψ(x) − ψ(0)]/kT}dx.

In the layer ψ is highest at x = 0, so the integral is at most the layer width W. The flux into the base is D[p(0) − p₀]/L, as the rates F and R found below confirm. The error in p(0) is therefore at most (W/L)|p(0) − p₀|, for either sign of V. For a thin layer this is negligible beside the difference p(0) − p₀ that drives the current, and we take

p(0) = p₀eᵛ.

At strong reverse bias the true p(0) may exceed p₀eᵛ by a large factor, but both are then negligible beside p₀.

Now follow single holes. Let u(x) be the probability that a hole at x reaches x = 0 before it recombines. In a short time dt it survives with probability 1 − dt/τ and moves by a random ξ with ⟨ξ⟩ = 0 and ⟨ξ²⟩ = 2D dt. Hence

u(x) = (1 − dt/τ)⟨u(x + ξ)⟩ = u + dt(Du″ − u/τ),

which requires Du″ = u/τ. With u(0) = 1 and u bounded, u = exp(−x/L).

In equilibrium generation balances recombination, so holes are generated at the rate p₀/τ per volume. At low injection this rate does not change with bias. Generated holes that escape to the p⁺ side form the reverse stream:

R = A(p₀/τ)∫₀^∞ exp(−x/L)dx = Ap₀L/τ = Ap₀D/L.

The last step uses L² = Dτ.

Holes injected from the p⁺ side have a density c(x) of their own. It obeys Dc″ = c/τ with c(0) = p(0), so c = p(0)exp(−x/L). Those that recombine in the base have completed a forward transfer:

F = A∫₀^∞(c/τ)dx = Ap(0)L/τ = R eᵛ.

Each forward event transfers +q and each reverse event −q. The current is

I = q(F − R) = I₀(eᵛ − 1), I₀ = qR = qAp₀D/L.

Two other histories carry no net charge: a hole injected and then returned, and a hole generated in the base that recombines there.

If the base has finite length w and a reflecting far end, then u = cosh[(w − x)/L]/cosh(w/L), whose integral is L tanh(w/L). Both rates acquire the factor tanh(w/L), and F/R = eᵛ is unchanged.

**Part (b). Why are the two streams Poisson and independent?**

The p⁺ side is a large reservoir. In any short interval very many holes each have a very small, independent chance of entering the base, and the reservoir keeps no memory of earlier entries. Injection is therefore a Poisson process. Thermal generation in the base is another, by the same reasoning, and is independent of the first.

The forward stream keeps a selected part of the injected holes. Let the number n injected in a given time be Poisson with mean m, and let each hole recombine in the base with probability π, independently of the others. The probability of a recombinations and b returns has n = a + b, so it is

Prob(a, b) = e^(−m) (mⁿ/n!) × [n!/(a!b!)] πᵃ(1 − π)ᵇ.

The factorials n! cancel. Splitting mⁿ into mᵃmᵇ, and e^(−m) into e^(−mπ)e^(−m(1−π)), gives

Prob(a, b) = [e^(−mπ)(mπ)ᵃ/a!] × [e^(−m(1−π))(m(1−π))ᵇ/b!].

This is a product of two Poisson distributions. The holes that complete the forward transfer thus form a Poisson stream, and the same argument applies to the generated holes that escape. The two streams start from independent processes, so they are independent.

The argument needs independent carriers. It fails if one hole's passage changes the chance of the next, for instance by charging a trap or altering the barrier.

**Part (c). Define the one-sided noise density and find it for the two streams at low frequency.**

Take a record of duration Θ, much longer than τ. For f > 0 and ω = 2πf let

S(f) = lim (2/Θ)⟨|X|²⟩, X = ∫₀^Θ i(t)e^(−iωt)dt, Θ → ∞.

The factor 2 assigns the power of the negative frequencies to the positive ones, so the mean square fluctuation is ∫₀^∞S df. Choose ω = 2πj/Θ with integer j ≥ 1. A constant current then gives X = 0, and the mean need not be subtracted.

Consider first one stream of rate λ. An event that starts at time tₙ contributes aₙe^(−iωtₙ), where aₙ is the Fourier transform of its current pulse measured from its start. Given their number N, the starting times of Poisson events are independent and uniform over the record. In ⟨|X|²⟩ the N diagonal terms give ⟨N⟩⟨|a|²⟩. Each off-diagonal term contains the average of e^(−iωt) over the record, which is zero. As ⟨N⟩ = λΘ,

S = 2λ⟨|a|²⟩.

Pulses cut off by the ends of the record make a contribution that does not grow with Θ, and it drops out of the limit.

At low frequency a pulse that transfers charge ±q has a = ±q, whatever its shape. For independent streams ⟨X_F X_R*⟩ = ⟨X_F⟩⟨X_R*⟩ = 0. The sign of the charge disappears in the square, so

S = 2q²F + 2q²R = 2q²(F + R).

The currents subtract while the noise powers add. Holes that enter and return have been left out because their total charge is zero; part (e) shows at what frequencies this is justified.

A simulation tested the factor 2 and the addition of powers. Two opposite streams were built from exponential waiting times, with mean counts 300 and 300e per record, and the spectrum was averaged over 1000 records and the 20 lowest harmonics. The result was 0.993 of the formula. The expected relative scatter is about 1/√20000, or 0.7%.

**Part (d). Express the noise through I and through the differential conductance G = dI/dV. Examine zero bias, strong forward bias and strong reverse bias.**

Insert qR = I₀ and qF = I₀eᵛ:

S = 2qI₀(eᵛ + 1) = 2q[I₀(eᵛ − 1) + 2I₀] = 2q(I + 2I₀).

Dividing by 2qI = 2qI₀(eᵛ − 1) gives, for V ≠ 0,

S = 2qI(eᵛ + 1)/(eᵛ − 1) = 2qI coth(v/2).

The conductance follows from dv/dV = q/kT:

G = (q/kT)I₀eᵛ, so 4kTG = 4qI₀eᵛ.

Subtracting 2qI leaves 4qI₀eᵛ − 2qI₀eᵛ + 2qI₀ = 2qI₀(eᵛ + 1), which is S again. Therefore

S = 4kTG − 2qI.

At zero bias I = 0 and

S = 4kTG = 4qI₀.

This is the thermal noise of a conductance G. In this model it is the shot noise of two equal and opposite streams, each contributing 2qI₀. Thermal and shot noise are thus two names for the same events here, and adding a separate thermal term would count them twice.

For v ≫ 1 the reverse stream is negligible beside the forward one, and

S → 2qI, with S/(2qI) − 1 = 2/(eᵛ − 1).

The forward current is then nearly G kT/q, so 2qI is also 2kTG: half of the thermal formula evaluated with the differential conductance. In general

S/(4kTG) = (1 + e^(−v))/2 = 1 − v/2 + …,

so away from equilibrium the thermal formula fails already at first order in v.

For v ≪ −1 the forward stream vanishes and S → 2qI₀ = 2q|I|. The conductance tends to zero but the noise does not, because holes generated in the base continue to arrive one by one.

The results do not all need the same assumptions. Suppose R depends smoothly on V while F = Reᵛ still holds. Then I = qR(eᵛ − 1) and S = 2q²R(eᵛ + 1), so the coth form survives. At V = 0 the term with dR/dV is multiplied by eᵛ − 1 = 0, which leaves G = q²R/kT and S = 4kTG. The form 4kTG − 2qI at finite bias, by contrast, used a constant I₀.

**Part (e). How low must the frequency be? Include the holes that enter the base and return.**

Place injected holes at a small distance ℓ from the junction and let ℓ → 0 at the end. A layer of thickness ℓ at density p(0) contains Aℓp(0) holes, each hopping to the next layer at the rate D/ℓ². The gross injection rate is therefore

K = Ap(0)D/ℓ.

Let P(ω) be the average of e^(−iωθ) over injected holes that return after a time θ, counting zero for those that never return. Then P(0) is the return probability. The factor e^(−iωdt) in each time step replaces 1/τ by 1/τ + iω in the equation for u, so

P(ω) = exp(−ℓs/L), s = √(1 + iωτ).

As ℓ → 0, K(1 − P) → Ap(0)Ds/L = Fs. In particular K[1 − P(0)] = F, as it must.

A hole that stays has |a|² = q². One that returns has pulse transform q(1 − e^(−iωθ)), with squared modulus q²(2 − 2cos ωθ). The average over injected holes is

⟨|a|²⟩/q² = [1 − P(0)] + 2[P(0) − Re P] = 2(1 − Re P) − [1 − P(0)].

Multiply by K and add the reverse stream, whose single delayed pulses have |a|² = q² at every frequency in this model:

S(ω) = 2q²[2F Re s − F + R] = 4q²F Re s − 2qI.

Since q²F = kTG,

S(ω) = 4kTG Re√(1 + iωτ) − 2qI.

The square root also governs the small-signal response. A small voltage δV changes K by the fraction qδV/kT and leaves generation unchanged. The current response is q(1 − P)δK, so the admittance is Y = (q²/kT)K(1 − P) = Gs, and S(ω) = 4kT Re Y − 2qI. The charging current of the depletion layer is not included in Y.

For small ωτ,

√(1 + iωτ) = 1 + iωτ/2 + (ωτ)²/8 + ….

The imaginary term drops out of the real part. The first relative correction to S is (ωτ)²/8 at zero bias and (ωτ)²/4 at strong forward bias, where 4kTG is twice S. The condition is therefore ωτ ≪ 1.

These results were tested on a lattice in which holes hop, recombine and are generated, with the noise summed over all elementary events rather than over two assumed streams. At v = −3, 0.5 and 4, with 100 spacings per L and bases of length L and 10L, the zero-frequency noise agreed with 2qI coth(v/2) to one part in 10⁷. At v = 2, ωτ = 3 and 200 spacings per L, it was 0.9986 of the diffusion formula. Treating every crossing as an independent event would give 100.5 times the true noise at zero bias with 100 spacings. This factor is close to L/ℓ because K/F is, and it grows as the lattice is refined. The gross crossing rate therefore cannot replace F or R.

**Part (f). Evaluate the noise of a germanium diode at 300 K for biases from −0.10 to 0.10 V.**

Take these rough typical values: intrinsic density nᵢ = 2 × 10¹³ cm⁻³, donor density N_D = 10¹⁵ cm⁻³, hole mobility 1800 cm²/Vs, τ = 10 µs and A = 10⁻³ cm². With kT/q = 0.02585 V,

D = 1800 × 0.02585 = 46.5 cm²/s,

L = √(46.5 × 10⁻⁵) cm = 216 µm,

p₀ = nᵢ²/N_D = 4 × 10²⁶/10¹⁵ = 4 × 10¹¹ cm⁻³.

These give I₀ = qAp₀D/L = 138 nA, or R = 8.63 × 10¹¹ events per second. At 0.10 V the forward rate is 4.13 × 10¹³ per second, about 48 times larger. The noise densities, in 10⁻²⁶ A²/Hz, are:

- V = −0.10 V: S = 4.52, 4kTG = 0.185, 2q|I| = 4.34
- V = 0: S = 8.86, 4kTG = 8.86, 2q|I| = 0
- V = 0.025 V: S = 16.1, 4kTG = 23.3, 2q|I| = 7.22
- V = 0.05 V: S = 35.1, 4kTG = 61.3, 2q|I| = 26.2
- V = 0.10 V: S = 216, 4kTG = 424, 2q|I| = 208

At zero bias G = 5.35 µS, and the root noise density is 298 fA/√Hz. At 0.025 V, close to kT/q, neither limit serves: S lies well below 4kTG and is more than twice 2qI. At 0.10 V the shot-noise limit is 4.3% too low relative to 2qI. The same fraction appears at −0.10 V because S/(2q|I|) = coth(|v|/2) depends only on the size of v. An excess of 1% requires 2/(eᵛ − 1) = 0.01, hence eᵛ = 201 and V = 0.137 V.

In atomic units of q²E_h/ħ, with E_h the hartree, S is 8.35 × 10⁻⁵ at zero bias and 2.04 × 10⁻³ at 0.10 V.

**Part (g). How far do the neglected effects move these numbers, and what would a real germanium diode add?**

Of the changes estimated here, the largest comes from temperature. I₀ is proportional to nᵢ², which varies as T³exp(−gap/kT). With D and τ held fixed, and a rough gap of 0.66 eV at 300 K falling by 4 × 10⁻⁴ eV/K, a rise of 10 K multiplies I₀ by 2.9. The zero-bias noise 4qI₀ rises by the same factor. The absolute values above therefore need a known temperature, whereas the relation between S, I and V keeps its form with the new T.

The depletion approximation, used in the numerical output, gives a layer 0.8 µm wide at zero bias. It leaves out the holes that spill over from the p⁺ side and take up part of the band bending. Poisson's equation with these holes included gives about 0.7 µm, measured by the uncovered donor charge. Either width is small beside L, and at 0.10 V the quasi-Fermi energy drops across the layer by 0.09% of kT in the depletion approximation. The true edge is smooth, and the drop lies between 0.04% and 0.3% of kT, depending on where x = 0 is placed in it. With midgap traps and the same lifetime, recombination in the layer adds 1.4% to the zero-bias diffusion conductance in the depletion approximation, and about 1.6% with the spilled holes. It adds about 0.4% to the current at 0.10 V, and 3.0% or 3.3% at −0.10 V. A wider layer at larger reverse bias contains more generation sites, so the last figure must not be carried to several volts.

At 0.10 V the injected holes reach 1.9% of the donor density. A base 500 µm thick has a resistance of 80 Ω. If electrons carried the whole current through it, the voltage drop would be 2.0% of kT/q. Near the junction, however, holes carry most of the current, so the loss of junction voltage is only about 1.2% of kT/q. The injected holes also alter p(0) and the base field. Together these effects lower the current at fixed terminal voltage by 2 to 3%: 2.3% for a constant lifetime, and 2.9% for midgap traps, whose lifetime lengthens with injection. Treated as a lumped resistor of 50 to 80 Ω with its own thermal noise, the base shifts the terminal noise from 2qI coth(v/2) by less than 0.05% at 0.10 V, but lowers it by 0.2 to 0.5% at 0.137 V and by more at higher bias. With a reflecting back surface, this thickness lowers I₀ by 1.9% relative to the long base. Electrons injected into the p⁺ side raise I₀ by about 1%, for a rough acceptor density of 10¹⁸ cm⁻³, electron mobility of 2000 cm²/Vs and lifetime of 0.1 µs there, provided that the p⁺ layer is much thicker than the electron diffusion length of 23 µm. With an ohmic contact 1 µm from the junction the increase would be about 24%. Gap narrowing by the heavy doping, left out here, would enlarge it further. The finite base and the injected electrons change both streams in the same ratio and leave the noise law intact.

The degeneracy correction in the base is below 0.01%. On the p⁺ side it is 6 to 9% for a valence-band density of states of 4 to 6 × 10¹⁸ cm⁻³. This affects the small electron current and, slightly, the built-in voltage, but not I₀ for holes, which is set in the base. The depletion approximation puts the peak field at −0.10 V at 0.010 MV/cm, but this is too low for so unequal a doping. The spilled holes raise the field close to the p⁺ side to about 0.047 MV/cm, nearly half of a rough breakdown field of 0.1 MV/cm. The band bending is then 0.48 eV, less than the gap. A carrier crossing the layer therefore cannot gain the gap energy from the field, which avalanche multiplication would require. For the same reason the valence band of one side does not overlap in energy with the conduction band of the other and direct interband tunnelling is closed. The anisotropic valley masses of germanium do not make the low-field mobility anisotropic, because the crystal is cubic.

At 1 kHz, ωτ = 2π × 10³ × 10⁻⁵ = 0.063, and the noise at 0.10 V is 0.10% above its low-frequency value for a long base, or 0.13% for the 500 µm base with a reflecting back. The scale ωτ = 1 lies near 16 kHz.

The chosen parameters describe a moderately doped germanium junction. Real diodes may also have surface leakage and slow traps. Leakage adds current outside the ideal law, and traps correlate successive carriers and can produce flicker noise. Neither is sized here, since both depend on the surface and the defects of the particular device. A comparison with the ideal result therefore needs a frequency above the flicker region and well below 1/(2πτ), a measured junction temperature, and a current that follows I₀(eᵛ − 1). The numerical output below lists the main inputs and results. It does not include the estimates with spilled holes, the combined effect of base resistance and injection, the effect of the base resistance on the noise, the degeneracy of the p⁺ side, the 1 kHz figure for the finite base, or the case of a contact 1 µm from the junction.

Computed results

```
TESTS
Simulated noise / two-stream formula: 0.9931
Lattice L/spacing=100, all crossings / true noise, V=0: 100.5
Lattice / diffusion noise, omega*tau=3, v=2: 0.9986
GERMANIUM DIODE: rough typical inputs
Temperature: 300 K; kT: 0.02585 eV
Intrinsic density: 2.0e+13 cm^-3
Base donors: 1.0e+15 cm^-3; p+ acceptors: 1.0e+18 cm^-3
Base mobilities, hole / electron: 1800 / 3900 cm2/Vs
Hole lifetime: 10.0 us; area: 1.0e-03 cm2
Base thickness: 500 um; relative permittivity: 16
p+ electron mobility: 2000 cm2/Vs; lifetime: 0.1 us
Gap: 0.66 eV; linear gap decrease: 4.0e-04 eV/K
Conduction-band density of states: 1.0e+19 cm^-3
RESULTS
Hole diffusivity: 46.53 cm2/s; diffusion length: 215.7 um
Equilibrium hole density: 4.00e+11 cm^-3
Saturation current I0: 138.25 nA
Reverse event rate I0/q: 8.629e+11 s^-1
Forward event rate at 0.10 V: 4.129e+13 s^-1
V=-0.100 V: I=-135.36 nA, G=0.1117 uS, S=4.5225e-26 A^2/Hz
  4kTG=1.8514e-27, 2q|I|=4.3373e-26 A^2/Hz
V=+0.000 V: I=0.00 nA, G=5.3476 uS, S=8.8598e-26 A^2/Hz
  4kTG=8.8598e-26, 2q|I|=0.0000e+00 A^2/Hz
V=+0.025 V: I=225.36 nA, G=14.0650 uS, S=1.6081e-25 A^2/Hz
  4kTG=2.3303e-25, 2q|I|=7.2214e-26 A^2/Hz
V=+0.050 V: I=818.10 nA, G=36.9933 uS, S=3.5075e-25 A^2/Hz
  4kTG=6.1290e-25, 2q|I|=2.6215e-25 A^2/Hz
V=+0.100 V: I=6477.51 nA, G=255.9090 uS, S=2.1642e-24 A^2/Hz
  4kTG=4.2398e-24, 2q|I|=2.0756e-24 A^2/Hz
Root noise at 0 V: 297.7 fA/sqrt(Hz)
Root noise at 0.10 V: 1471.1 fA/sqrt(Hz)
Open-circuit voltage noise at 0 V: 55.7 nV/sqrt(Hz)
S/(2qI) at 0.10 V: 1.0427
Bias where S exceeds 2qI by 1%: 0.1371 V
S at 0 V and 0.10 V: 8.349e-05, 2.039e-03 a.u.
NEGLECTED EFFECTS
Built-in voltage: 0.381 V; zero-bias depletion width: 821 nm
Depletion recombination / diffusion conductance, 0 V: 1.37 %
Depletion / diffusion current, +0.10 V: 0.39 %
Depletion / diffusion current, -0.10 V: 2.95 %
Quasi-Fermi drop / kT at 0.10 V: 0.086 %
Series resistance: 80.0 ohm; drop/(kT/q) at 0.10 V: 2.00 %
Injected holes / donors at 0.10 V: 1.91 %
I0 reduction, finite base with reflecting back: 1.92 %
Electron / hole saturation current: 1.05 %
Base degeneracy correction: 0.0035 %
Noise increase at 1 kHz, 0.10 V: 0.097 %
I0 factor for +10 K (D and lifetime fixed): 2.92
Peak field at -0.10 V: 0.0104 MV/cm; rough breakdown: 0.1 MV/cm
Band bending at -0.10 V: 0.481 eV; gap: 0.66 eV
```
